# Dipole-Coupling Shift of the In-Phase Si-H Stretch on Silicon (111)

## The physical situation

A silicon (111) surface can carry one hydrogen on each top silicon atom. The Si-H bonds stand upright on a triangular lattice, and light polarized along the surface normal excites their stretching vibration. Suppose first that nearly all the sites carry deuterium and only a few, far apart, carry hydrogen. Each hydrogen then vibrates almost alone, because its neighbours are tuned to a much lower frequency. Now let every site carry hydrogen. The bonds are chemically the same, yet the absorption line lies higher.

The cause treated here is the electric interaction of the vibrating dipoles. The reference is a hydrogen inside a deuterium layer, not a bond in vacuum: deuterium changes the vibrational response of the neighbours but leaves their electrons in place.

## Model and conventions

Atomic units are used in the algebra, so $4\pi\varepsilon_0=\hbar=1$ and $\omega$ is both frequency and energy. Site $i$ has a bond extension $u_i$, a force constant $k$ and a reduced mass $\mu$. Stretching the bond at fixed local field produces a dipole $qu_i$, where $q$ is the dynamic charge. The electrons add a dipole $m_i$, with polarizability $\alpha_e$. The total oscillating dipole along the normal is $p_i=qu_i+m_i$.

The potential energy is

$$W=\sum_i\left(\frac{k u_i^2}{2}+\frac{m_i^2}{2\alpha_e}\right)+\frac12\sum_{ij}U_{ij}p_ip_j .$$

Two parallel dipoles whose separation makes an angle $\theta$ with them have energy $p_ip_j(1-3\cos^2\theta)/r^3$. Here $\theta=90^\circ$, so

$$U_{ij}=\frac1{r_{ij}^3}\quad(i\ne j),\qquad U_{ii}=0 .$$

The positive sign means that upright dipoles side by side repel when they are in phase.

The model is harmonic, treats the dipoles as points, neglects retardation and lets the electrons follow the nuclei instantly. The bonds have no mechanical coupling. Deuterium changes $\mu$ but not $k$, $q$ or $\alpha_e$. The substrate's dielectric response is left out at first and restored later.

## Response of one site

The local field is $E_i=-\sum_jU_{ij}p_j$. Setting $\partial W/\partial m_i=0$ gives $m_i=\alpha_eE_i$. The nuclear equation is

$$\mu\ddot u_i=-ku_i+qE_i .$$

For motion at frequency $\omega$, $\ddot u_i=-\omega^2u_i$, hence $u_i=qE_i/(k-\mu\omega^2)$. With $k=\mu\omega_0^2$ for hydrogen,

$$p_i=\alpha_H(\omega)E_i,\qquad \alpha_H=\alpha_e+\alpha_v\frac{\omega_0^2}{\omega_0^2-\omega^2},\qquad \alpha_v=\frac{q^2}{k}.$$

The static vibrational polarizability $\alpha_v$ contains no mass, so deuterium has the same one:

$$\alpha_D=\alpha_e+\alpha_v\frac{\omega_D^2}{\omega_D^2-\omega^2},\qquad \omega_D=\omega_0\sqrt{\mu_H/\mu_D}.$$

## The complete hydrogen layer

In the in-phase mode all $p_i$ equal $p$. Each site feels the field $-U_0p$, with $U_0=\sum_jU_{0j}$. Therefore $p=-\alpha_HU_0p$, and a nonzero dipole requires

$$1+\alpha_eU_0+\frac{\alpha_vU_0\omega_0^2}{\omega_0^2-\omega^2}=0 .$$

Move the last term to the right and multiply by $\omega^2-\omega_0^2$:

$$(1+\alpha_eU_0)(\omega^2-\omega_0^2)=\alpha_vU_0\omega_0^2 .$$

Hence

$$\omega_{\rm full}^2=\omega_0^2\left(1+\frac{\alpha_vU_0}{1+\alpha_eU_0}\right).$$

The repulsion adds to the restoring force: stretching all bonds together costs extra electrostatic energy. The electronic dipoles oppose the field of their neighbours and divide this stiffening by $1+\alpha_eU_0$.

A uniform external field drives this mode and no other. Every other lattice mode has a phase factor $e^{i\mathbf Q\cdot\mathbf r_j}$ that sums to zero over the layer, so its total dipole vanishes.

If $\alpha_eU_0\ll1$, the relative rise of $\omega^2$ is $\alpha_vU_0$. For larger $\alpha_eU_0$ the rise bends toward $\alpha_v/\alpha_e$, but the layer cannot reach that limit. For some patterns of dipoles pointing partly up and partly down, the lattice sum is negative, down to about $-0.21U_0$. The model layer is therefore unstable once $(\alpha_e+\alpha_v)U_0$ exceeds about 4.7.

## One hydrogen in the deuterium layer

Put the hydrogen at site 0. Its equation is $p_0/\alpha_H+\sum_jU_{0j}p_j=0$; the other sites have $\alpha_D$ in place of $\alpha_H$. Adding $(1/\alpha_D-1/\alpha_H)p_0$ to both sides of the equation for site 0 puts all the sites in one form:

$$\frac{p_i}{\alpha_D}+\sum_jU_{ij}p_j=f\,\delta_{i0},\qquad f=\left(\frac1{\alpha_D}-\frac1{\alpha_H}\right)p_0 .$$

The left side is now translation invariant. Define $U(\mathbf Q)=\sum_jU_{0j}e^{-i\mathbf Q\cdot\mathbf r_j}$, which is real because the lattice has inversion symmetry, and let angle brackets denote the average over the Brillouin zone. Fourier transformation gives

$$p_0=fG,\qquad G=\left\langle\frac{1}{1/\alpha_D+U}\right\rangle=\alpha_D\left\langle\frac1x\right\rangle,\qquad x=1+\alpha_DU .$$

For $p_0\ne0$, insert $f$ and divide by $p_0G$:

$$\frac1{\alpha_H}=\frac1{\alpha_D}-\frac1G\equiv R .$$

Since $p_0=\alpha_HE_0$, this says $E_0=Rp_0$. Thus $R$ is the field returned to the hydrogen by its surroundings, per unit of its own dipole. To simplify it, use

$$\left\langle\frac1x\right\rangle-1=\left\langle\frac{1-x}{x}\right\rangle=-\alpha_D\left\langle\frac Ux\right\rangle .$$

Therefore

$$R=\frac{\langle1/x\rangle-1}{\alpha_D\langle1/x\rangle}=-\frac{\langle U/(1+\alpha_DU)\rangle}{\langle1/(1+\alpha_DU)\rangle}.$$

The condition $\alpha_HR=1$ reads

$$\frac{\alpha_vR\,\omega_0^2}{\omega_0^2-\omega^2}=1-\alpha_eR ,$$

and so

$$\omega_{\rm iso}^2=\omega_0^2\left(1-\frac{\alpha_vR}{1-\alpha_eR}\right).$$

Because $R$ depends on $\omega$ through $\alpha_D$, this equation is solved self-consistently.

## The shift and its sign

Subtraction gives the result, with $R$ taken at $\omega_{\rm iso}$:

$$\boxed{\omega_{\rm full}^2-\omega_{\rm iso}^2=\omega_0^2\alpha_v\left[\frac{U_0}{1+\alpha_eU_0}+\frac{R}{1-\alpha_eR}\right]}$$

Within the stated model no expansion in the coupling has been made. When both frequencies are close to $\omega_0$, the left side is $(\omega_{\rm full}-\omega_{\rm iso})(\omega_{\rm full}+\omega_{\rm iso})\approx2\omega_0\Delta\omega$, so

$$\Delta\omega\approx\frac{\omega_0\alpha_v}{2}\left[\frac{U_0}{1+\alpha_eU_0}+\frac{R}{1-\alpha_eR}\right].$$

The first term is positive. For the second, suppose $\alpha_D>0$ and $x>0$ throughout the zone. The Cauchy-Schwarz inequality gives $\langle x\rangle\langle1/x\rangle\ge1$. Since $\langle U\rangle=U_{ii}=0$, we have $\langle x\rangle=1$, hence $\langle1/x\rangle\ge1$ and $R\ge0$. If also $\alpha_eR<1$, both terms push the two lines apart in the same sense, and the shift is upward.

For weak coupling, expand the numerator and denominator of $R$ with $\langle U\rangle=0$:

$$R=\alpha_D\langle U^2\rangle-\alpha_D^2\langle U^3\rangle+\cdots,\qquad \langle U^2\rangle=\sum_jU_{0j}^2 .$$

The leading term has a simple reading. The hydrogen dipole $p_0$ makes a field $-U_{0j}p_0$ at site $j$. That site acquires the dipole $-\alpha_DU_{0j}p_0$, whose field back at the hydrogen is $+\alpha_DU_{0j}^2p_0$. This field favours the displacement and softens the bond. The next term is negative for $\alpha_D>0$, because $\langle U^3\rangle$ is a sum of products of positive couplings around triangles: the induced dipoles weaken one another.

The case $\alpha_e=0$ behaves differently. The hydrogen frequency lies above $\omega_D$, so $\alpha_D$ is then negative and, for weak coupling, so is $R$. The isolated level is pushed up, as expected for repulsion from lower levels. The total shift is still upward at weak coupling, since $U_0$ is of first order in the coupling and $R$ of second.

## The lattice sum

With spacing $a$, the sites within $3a$ of a given site form shells of 6, 6, 6, 12 and 6 neighbours at distances $1,\sqrt3,2,\sqrt7,3$ in units of $a$. Their contribution to $a^3U_0$ is

$$6+\frac6{3^{3/2}}+\frac68+\frac{12}{7^{3/2}}+\frac6{27}=8.775 .$$

The rest can be treated as a continuum of density $2/\sqrt3$ per $a^2$. The cut radius $\rho$ is chosen so that the disk holds the 37 sites already counted, including the origin: $\pi\rho^2(2/\sqrt3)=37$, or $\rho=3.194$. The tail is

$$\frac2{\sqrt3}\int_\rho^\infty\frac{2\pi r\,dr}{r^3}=\frac{4\pi}{\sqrt3\,\rho}=2.272 .$$

The estimate is 11.05; the converged sum is 11.034. The tail supplies about a fifth of the total, so the shift is not just a nearest-neighbour effect.

## Worked example

Take round parameters in the rough regime of hydrogen on silicon (111): $a=3.84$ angstrom, $\omega_0=0.258$ eV, $q=0.20\,e$ and $\alpha_e=1.0$ angstrom$^3$. The reduced mass and $\omega_0$ fix $k=15.49$ eV/angstrom$^2$. In these units $q^2$ is multiplied by $e^2/(4\pi\varepsilon_0)=14.40$ eV angstrom:

$$\alpha_v=\frac{0.20^2\times14.40}{15.49}=0.0372\ \text{angstrom}^3,$$

$$U_0=\frac{11.034}{3.84^3}=0.1949\ \text{angstrom}^{-3}.$$

For the full layer,

$$\frac{\alpha_vU_0}{1+\alpha_eU_0}=\frac{0.03718\times0.1949}{1.1949}=0.00606 ,$$

$$\omega_{\rm full}=0.258\sqrt{1.00606}=0.25878\ \text{eV}.$$

For the isolated hydrogen, the deuterium frequency is $\omega_D=0.1856$ eV. At $\omega_{\rm iso}$ its vibration contributes

$$0.0372\times\frac{0.1856^2}{0.1856^2-0.2580^2}=-0.040\ \text{angstrom}^3,$$

which leaves $\alpha_D=0.960$ angstrom$^3$. Since all the couplings are positive, $|U(\mathbf Q)|\le U_0$, and $x\ge1-0.960\times0.195>0$. The conditions of the sign argument hold. The zone average gives $R=0.00179$ angstrom$^{-3}$, and the isolated line is at $0.25799$ eV.

The shift is

$$\Delta\omega=0.00079\ \text{eV}=6.4\ \text{cm}^{-1}.$$

The small-shift formula shows where it comes from. Direct coupling without electronic screening would give $0.000935$ eV. Screening reduces this to $0.000782$ eV, and the reaction field adds $0.000009$ eV. Nearly all of the shift is therefore a rise of the full-layer line; the lowering of the isolated line supplies about 1 percent. The deuterium vibration itself raises the isolated line by $3.4\times10^{-7}$ eV, which is 0.04 percent of the shift. What matters about deuterium here is that it is off resonance.

The two frequency formulas were also tested at much stronger coupling, $q=0.80\,e$ and $\alpha_e=3.0$ angstrom$^3$, on a periodic patch of 12 by 12 sites. Direct diagonalization of the energy $W$, with the electronic dipoles eliminated, agreed with them to within $10^{-9}$ eV.

## How isolated and how complete?

Two adjacent hydrogens in deuterium already share their motion. Their in-phase line lies $0.000081$ eV above that of a single hydrogen, about a tenth of the full shift. First-order coupling explains the size: $\omega_0\alpha_v/(2a^3)=0.000085$ eV before electronic corrections. The isolated limit thus requires that close pairs be rare.

A finite hydrogen patch falls short of the other limit. For a free circular patch of radius $R_p=46$ angstrom, with 517 sites, the brightest mode is shifted by $0.00072$ eV, or 91 percent of the infinite-layer value. A site at the centre lacks the neighbours beyond $R_p$. With cell area $A=12.77$ angstrom$^2$, their share of the sum is

$$\frac{2\pi}{AR_pU_0}=\frac{6.283}{12.77\times46.08\times0.1949}=0.055 .$$

Because of the screening factor, this loss in the sum lowers the shift by only about $0.055/1.19$, or 4.6 percent. Sites near the edge lack more: the brightest mode as a whole loses about 10 percent of the sum, which accounts for the 9 percent reduction of the shift.

## The silicon below

Represent silicon by a dielectric of relative permittivity $\varepsilon$ with a flat boundary a distance $h$ below the dipoles. For a unit charge above it, try an image charge $-\beta$ at the mirror point and, inside the dielectric, the field of a charge $t$ at the original position. Continuity of the potential requires $1-\beta=t$; continuity of the normal displacement requires $1+\beta=\varepsilon t$. Hence

$$\beta=\frac{\varepsilon-1}{\varepsilon+1}.$$

An upright dipole has charges of both signs, and reflection reverses both their order and their sign. Its image is therefore an upright dipole $\beta p$ pointing the same way. With $z=2h$, the added coupling at lateral distance $r$ is minus the normal field of that image:

$$U^{\rm im}(r)=\beta\frac{r^2-2z^2}{(r^2+z^2)^{5/2}},\qquad U_{ii}=-\frac{2\beta}{z^3}.$$

The derivation of both frequencies remains valid with a self term; $U_0$ simply becomes the complete sum, including $U_{ii}$. The sign argument for $R$ becomes stronger: now $\langle x\rangle=1+\alpha_DU_{ii}$, and $\langle1/x\rangle\ge1/\langle x\rangle$ gives

$$R\ge\frac{1-\langle x\rangle}{\alpha_D}=-U_{ii}>0 .$$

The isolated hydrogen is thus lowered by its own image. In the full layer the other images counteract this. For a continuous sheet the cancellation is complete, as the substitution $s=r^2+z^2$ shows:

$$\int_0^\infty\frac{r^2-2z^2}{(r^2+z^2)^{5/2}}2\pi r\,dr=\pi\int_{z^2}^\infty\frac{s-3z^2}{s^{5/2}}ds=\pi\left(\frac2z-\frac2z\right)=0 .$$

For discrete sites it is incomplete when $z$ is not large compared with $a$. With $\varepsilon=11.7$ and the other parameters held fixed:

- At $h=2.0$ angstrom, the complete image sum is 9 percent of the self term, and the shift is $0.00091$ eV.
- At $h=1.5$ angstrom, it is 27 percent, and the shift is $0.00105$ eV.
- At $h=1.0$ angstrom, it is 60 percent, and the shift is $0.00162$ eV, twice the free-layer value.

A sharp dielectric boundary at such distances is itself a crude idea. These numbers show the sensitivity to the substrate; they do not select a corrected value.

## Smaller omissions

*Anharmonicity.* To first order, coupling transfers one vibrational quantum between sites with amplitude $q^2x_{01}^2U_{ij}$, where $x_{01}$ is the matrix element of the bond extension. For a harmonic bond $x_{01}^2=1/(2\mu\omega_0)$, so the amplitude is $\omega_0\alpha_vU_{ij}/2$, in agreement with the formula above. A Morse bond with the same transition energy and an anharmonic constant of $0.0045$ eV has 0.983 of the harmonic strength. At fixed $q$ this alone would lower the shift by about 2 percent. A second effect of the same order in the coupling opposes it. A Morse bond is stretched on average, more for hydrogen than for deuterium, and it stretches further when excited. With a dipole linear in the extension, replacing a deuterium neighbour by hydrogen therefore raises the transition energy by $q^2U_{ij}(x_{11}-x_{00})(x_{00}^{H}-x_{00}^{D})$, where $x_{00}$ and $x_{11}$ are the mean extensions in the ground and first excited states. This adds about 2 percent, so the two effects nearly cancel.

*Mechanical coupling.* A crude chain of silicon atoms joining two Si-H bonds, scaled to six neighbours, gives a coupling of $1.6\times10^{-5}$ eV, about 2 percent of the shift. The chain is straight and so ignores the tetrahedral bond angles. It also counts only the recoil passed through the silicon atoms. A direct short-range force constant between neighbouring Si-H bonds, carried by the bonding electrons, and the departure of real bonds from point dipoles at a distance of 3.84 angstrom are not included, and they need not be small compared with the nearest-neighbour dipole coupling. The estimate settles neither the size nor the sign of the coupling beyond the point-dipole term on the real surface.

*Wavelength of light.* At the largest in-plane wavevector of light in vacuum, $1.3\times10^{-4}$ angstrom$^{-1}$, the static sum $U(\mathbf Q)$ differs from $U_0$ by a fraction of $3\times10^{-4}$. This gives only a scale: retardation, neglected here, changes this small term at the same order, turns it mainly into a radiative broadening, and makes it grow toward grazing incidence.

*Temperature.* At 300 K the thermal occupation of the stretch is $5\times10^{-5}$, so excited stretches hardly matter. Low-energy vibrations can still shift and broaden both lines. That effect is not modelled, and a comparison should be made at one temperature.

## Beside the real surface

The spacing and stretch energy used here are typical of hydrogen-terminated silicon (111). The dynamic charge and the electronic polarizability are less certain and were chosen as round values. The calculated shift of a few inverse centimetres depends on these choices: at leading order it varies as $q^2$, and $q=0.15\,e$ would reduce it to 56 percent of the value found. Of the omissions estimated here, the polarizable substrate has the largest effect. In the image estimates, restoring it raises the shift by 15 to 105 percent at fixed $q$. A dynamic charge deduced from a measured shift with the free-layer formula would then come out too large. Steps and missing hydrogens act the other way by removing neighbours. Short-range electronic coupling between neighbouring bonds was not estimated, so a measured shift cannot be assigned wholly to the dipole interaction on the strength of this model. The remaining printed values are in the numerical output.

## Numbers as computed

```
Lattice spacing: 3.84 angstrom
Cell area: 12.770 angstrom^2
Bare Si-H energy: 0.258 eV
Bare Si-D energy: 0.1856 eV
Dynamic charge: 0.20 e
Bond force constant: 15.492 eV/angstrom^2
Electronic polarizability: 1.00 angstrom^3
Vibrational polarizability: 0.03718 angstrom^3
Lattice sum times spacing cubed: 11.0342 (no unit)
Lattice sum U0: 0.19487 angstrom^-3
Electronic screening factor 1+ae*U0: 1.1949 (no unit)
D-layer site polarizability at w_iso: 0.9601 angstrom^3
Reaction field R: 0.001792 angstrom^-3
Full-layer energy: 0.2587810 eV
Isolated-H energy: 0.2579914 eV
MAIN SHIFT: 0.000790 eV = 6.37 cm^-1
Unscreened direct part, small-shift: 0.000935 eV
Screened direct part, small-shift: 0.000782 eV
Reaction-field part, small-shift: 8.610e-06 eV
Small-shift total: 0.000791 eV
Rise of isolated H due to D vibration: 3.37e-07 eV
Rise for adjacent H pair in D: 8.096e-05 eV
Patch radius: 46.08 angstrom; sites: 517
Patch bright-mode shift: 0.000720 eV
Patch shift / full shift: 0.9118 (no unit)
Silicon relative permittivity, rough input: 11.7 (no unit)
Image factor: 0.8425 (no unit)
Image boundary distance: 1.0 angstrom
  self term: -0.21063 angstrom^-3
  complete image-lattice sum: -0.12538 angstrom^-3
  shift with images: 0.001620 eV
  ratio to free-layer shift: 2.051 (no unit)
Image boundary distance: 1.5 angstrom
  self term: -0.06241 angstrom^-3
  complete image-lattice sum: -0.01680 angstrom^-3
  shift with images: 0.001053 eV
  ratio to free-layer shift: 1.334 (no unit)
Image boundary distance: 2.0 angstrom
  self term: -0.02633 angstrom^-3
  complete image-lattice sum: -0.00247 angstrom^-3
  shift with images: 0.000909 eV
  ratio to free-layer shift: 1.152 (no unit)
Light wavevector, grazing limit: 1.307e-04 angstrom^-1
Relative change of U0 at that wavevector: 3.30e-04
Morse anharmonic constant, rough input: 0.0045 eV
Morse / harmonic transition strength: 0.9826 (no unit)
Top silicon phonon energy, rough input: 0.064 eV
Mechanical coupling, crude size: 1.57e-05 eV
Temperature: 300 K
Thermal occupation of stretch: 4.63e-05 (no unit)
```
